# Does the PAW pseudo core act as a nonlinear core correction?

## The argument under review

The argument concerns the exchange-correlation (xc) energy in the projector augmented-wave (PAW) method. It runs as follows.

1. PAW evaluates an xc energy of a smooth valence density plus a smooth pseudo core density \(\tilde n_c\).
2. A pseudopotential with nonlinear core correction (NLCC) does the same with its partial core.
3. PAW therefore treats core-valence exchange and correlation approximately, and its xc energy approaches the all-electron one as \(\tilde n_c\) approaches the true core density.

The first two statements are correct. The third does not follow, because the smooth term is one of three in PAW. The question to settle is what the other two do to \(\tilde n_c\).

## Definitions and assumptions

Hartree atomic units are used. The core is frozen, with true density \(n_c\). The functional is local,

\[
E_{xc}[n]=\int e(n(\mathbf r))\,d^3r,\qquad v_{xc}(n)=\frac{de}{dn}.
\]

For one atom with augmentation sphere \(\Omega\), the PAW expression is

\[
E_{xc}^{\rm PAW}=E_{xc}[\tilde n+\tilde n_c]+E_{xc}^{\Omega}[n_1+n_c]-E_{xc}^{\Omega}[\tilde n_1+\tilde n_c].
\tag{1}
\]

The superscript \(\Omega\) restricts the integral to the sphere. No compensation charge is put into the xc argument. The pseudo core may be chosen freely inside the sphere, but outside it must equal \(n_c\).

The valence densities come from the PAW transformation. With true partial waves \(\phi_i\), smooth partial waves \(\tilde\phi_i\) that equal \(\phi_i\) outside \(\Omega\), and projectors obeying \(\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}\), a valence orbital is

\[
\psi=\tilde\psi+\psi_1-\tilde\psi_1,\qquad
\psi_1=\sum_i c_i\phi_i,\quad \tilde\psi_1=\sum_i c_i\tilde\phi_i,\quad c_i=\langle\tilde p_i|\tilde\psi\rangle .
\tag{2}
\]

With occupations \(f\), summed over orbitals,

\[
n_v=\sum f|\psi|^2,\quad \tilde n=\sum f|\tilde\psi|^2,\quad n_1=\sum f|\psi_1|^2,\quad \tilde n_1=\sum f|\tilde\psi_1|^2 .
\]

The quantity that (1) should reproduce is \(E_{xc}[n_v+n_c]\).

## What happens to the pseudo core

Moving \(\psi_1\) to the left of (2) gives

\[
\psi-\psi_1=\tilde\psi-\tilde\psi_1\equiv\delta .
\tag{3}
\]

The same function \(\delta\) is missing from the true and from the smooth on-site expansion. The partial waves are complete for the state in question when \(\delta=0\) inside the sphere. This is a statement about the occupied valence orbitals, and a finite set can satisfy it for particular orbitals.

Split the first term of (1) into the sphere and the region outside. Outside, \(\phi_i=\tilde\phi_i\), so \(\tilde\psi=\psi\) and \(\tilde n=n_v\); also \(\tilde n_c=n_c\) by construction. Hence

\[
E_{xc}^{\rm PAW}=\int_{\rm out}e(n_v+n_c)\,d^3r
+\int_\Omega\big[e(\tilde n+\tilde n_c)-e(\tilde n_1+\tilde n_c)+e(n_1+n_c)\big]d^3r .
\tag{4}
\]

If \(\delta=0\), then \(\tilde n=\tilde n_1\) and \(n_1=n_v\) in the sphere. The first two terms in the bracket are the same function of the same argument and cancel at each point. What remains is

\[
E_{xc}^{\rm PAW}=\int_{\rm out}e(n_v+n_c)\,d^3r+\int_\Omega e(n_v+n_c)\,d^3r=E_{xc}[n_v+n_c].
\tag{5}
\]

The nonlinearity of \(e\) has not been approximated. The true core enters together with the true valence density, and \(\tilde n_c\) has dropped out without having to resemble \(n_c\) inside the sphere. Its purpose is numerical: it continues the core tail smoothly into the sphere, so that the first term of (1) can be represented on a coarse grid.

The potential follows the same pattern. Under a variation of the orbitals,

\[
\delta E_{xc}^{\rm PAW}=\int v_{xc}(\tilde n+\tilde n_c)\,\delta\tilde n
+\int_\Omega v_{xc}(n_1+n_c)\,\delta n_1-\int_\Omega v_{xc}(\tilde n_1+\tilde n_c)\,\delta\tilde n_1 .
\]

If the varied orbitals are also represented by the partial waves, \(\delta\tilde n=\delta\tilde n_1\) in the sphere, and the first and third terms cancel there. The valence electrons then respond to \(v_{xc}(n_v+n_c)\), the potential containing the true core.

## Conditions that the argument needs

**The core tail.** If \(\tilde n_c\) differs from \(n_c\) outside the sphere, no on-site term repairs the difference. Omitting the tail altogether gives, for complete partial waves, the error

\[
\int_{\rm out}\big[e(n_v)-e(n_v+n_c)\big]d^3r .
\tag{6}
\]

**Several atoms.** Equation (1) then has one pair of on-site terms per atom, and the spheres must not overlap. In addition, core tails of neighbours must be negligible inside each sphere. Suppose that a tail \(t\) enters the smooth term there but not the on-site terms. For complete partial waves the integrand becomes \(e(\tilde n+\tilde n_c+t)-e(\tilde n+\tilde n_c)+e(n_v+n_c)\) instead of \(e(n_v+n_c+t)\). Since \(e\) is nonlinear, these differ in general, and the result again depends on \(\tilde n_c\).

**The functional.** For a gradient functional the energy density at a point depends on the density and its gradient there. Equal densities throughout the sphere have equal gradients, so the cancellation survives, provided that \(\tilde n_c\) joins \(n_c\) without a jump. A functional that couples two points, one inside and one outside the sphere, is not covered by this point-by-point argument.

**The frozen core.** The word "true" refers to the frozen all-electron core. Its relaxation is absent from (5), as is any correction to the functional itself.

## A check on the neutral zinc atom

The example is a free Zn atom in nonrelativistic, spin-unpolarized LDA (Slater exchange, VWN correlation). The shells 1s to 3d form the core and 4s² is the valence. With 3d in the core, the core density reaches well into the region occupied by the 4s shell. The sphere radius is 2.2 bohr; 27.68 of the 28 core electrons lie inside and 0.32 outside.

Three s partial waves are used, at energies −0.223, 0.277 and 0.777 Ha. The first is the 4s eigenvalue, so the neutral 4s orbital lies in their span and \(\delta=0\). Four pseudo cores are tried. Three are soft functions with heights 0.1, 1 and 10 bohr⁻³ at the nucleus, containing 2.04, 4.73 and 16.55 electrons in the sphere. The fourth is the true core, whose density is about 17,600 bohr⁻³ at 0.0008 bohr from the nucleus.

The on-site true term is −67.887944 Ha in all cases. The other two terms, in Ha, are:

| \(\tilde n_c(0)\) | smooth | on-site pseudo | difference |
|---|---|---|---|
| 0.1 | −1.272720 | −1.002742 | −0.269978 |
| 1 | −3.117722 | −2.847744 | −0.269978 |
| 10 | −17.776131 | −17.506153 | −0.269978 |
| true | −68.109413 | −67.839435 | −0.269978 |

The smooth term changes by almost 67 Ha, while its difference from the on-site pseudo term stays the same. By (4) that difference is the xc energy of the region outside the sphere. The total is

\[
-67.887944-0.269978=-68.157922\ \text{Ha},
\]

which agrees with the direct integral of \(e(n_v+n_c)\) to rounding error for all four cores.

The last row also bears on the third statement of the argument. With the true core inserted, the smooth term alone is −68.109 Ha, which is 0.049 Ha above the all-electron value. A true core added to a smooth valence density is still not the true density.

Removing the core tail outside the sphere, with the true core kept inside, raises the PAW energy by about 0.08 Ha. This is the effect described by (6). The freedom in \(\tilde n_c\) thus ends at the sphere boundary.

## Where a dependence on the pseudo core survives

For incomplete partial waves a dependence on \(\tilde n_c\) does survive, although, as shown below, it is not the convergence toward the all-electron value that the argument claims. For fixed orbitals, differentiate (4) with respect to \(\tilde n_c\) inside the sphere. The term with \(n_1+n_c\) does not contain it, so

\[
\frac{\delta E_{xc}^{\rm PAW}}{\delta\tilde n_c(\mathbf r)}
=v_{xc}(\tilde n+\tilde n_c)-v_{xc}(\tilde n_1+\tilde n_c)
\approx v_{xc}'(\tilde n_1+\tilde n_c)\,(\tilde n-\tilde n_1).
\tag{7}
\]

The last form is the leading order in \(\tilde n-\tilde n_1\). The dependence vanishes with this mismatch, whatever the shape of \(\tilde n_c\).

The error relative to \(E_{xc}[n_v+n_c]\) is a separate matter. From (3), \(\tilde\psi=\tilde\psi_1+\delta\) and \(\psi=\psi_1+\delta\), so inside the sphere

\[
\tilde n-\tilde n_1=\sum f\,(2\,{\rm Re}\,\tilde\psi_1^*\delta+|\delta|^2),\qquad
n_v-n_1=\sum f\,(2\,{\rm Re}\,\psi_1^*\delta+|\delta|^2).
\]

Subtract \(e(n_v+n_c)\) from the bracket in (4) and expand to first order in \(\delta\):

\[
E_{xc}^{\rm PAW}-E_{xc}[n_v+n_c]\approx
2\sum f\int_\Omega{\rm Re}\,\delta^*\big[v_{xc}(\tilde n_1+\tilde n_c)\tilde\psi_1-v_{xc}(n_1+n_c)\psi_1\big]d^3r .
\tag{8}
\]

Setting \(\tilde n_c=n_c\) does not make the bracket vanish, since \(\tilde\psi_1\neq\psi_1\) and \(\tilde n_1\neq n_1\). Copying the true core into the pseudo core is therefore no cure for an incomplete set. The error vanishes as \(\delta\to0\), but a smaller \(\delta\) does not by itself guarantee a smaller error, because (8) weights \(\delta\) with a function of either sign.

To see the size of the effect, take the 4s orbital of Zn⁺ (4s¹), computed with the same frozen core. It belongs to a different potential and is not in the span of the partial waves. A smooth orbital that transforms exactly into this \(\psi\) can still be found. Apply \(\langle\tilde p_i|\) to \(\tilde\psi=\psi-\sum_j c_j(\phi_j-\tilde\phi_j)\). The left side is \(c_i\), and duality turns the term with \(\tilde\phi_j\) into \(+c_i\). These cancel, leaving

\[
\sum_j\langle\tilde p_i|\phi_j\rangle c_j=\langle\tilde p_i|\psi\rangle ,
\tag{9}
\]

which determines the coefficients when the matrix is invertible. With \(N\) partial waves, the mismatch \(\int_\Omega|\tilde n-\tilde n_1|\) and the xc errors relative to the direct value −67.8568 Ha are:

| \(N\) | mismatch (electrons) | error, \(\tilde n_c(0)=0.1\) (mHa) | error, true core (mHa) | spread, four cores (mHa) |
|---|---|---|---|---|
| 1 | 0.0190 | 2.34 | 1.06 | 1.41 |
| 2 | 0.0019 | −0.90 | −1.25 | 0.35 |
| 3 | 0.0018 | −1.93 | −2.33 | 0.40 |

The second partial wave reduces the mismatch tenfold and the spread fourfold, but the error with the true core grows in size from 1.06 to 1.25 mHa. The third barely changes the mismatch, and both the spread and the size of the errors grow. This does not contradict (5), which concerns \(\delta=0\) and promises no steady improvement on the way there. Equation (9) makes \(\delta\) orthogonal to the projectors; it does not minimize \(\delta\), and here the norm of \(\delta\) in the sphere grows by about a quarter from \(N=2\) to \(N=3\), so the mismatch is not a faithful measure of \(\delta\). Moreover, (8) is a signed integral, which can grow while the integrated absolute mismatch falls. Why the third wave helps so little for this choice of energies and projectors has not been isolated.

Equation (7) can be tested on this case. For \(N=1\), let the pseudo core go linearly from the soft core of height 0.1 (\(\lambda=0\)) to that of height 1 (\(\lambda=1\)). At the midpoint, the finite-difference slope \(dE_{xc}^{\rm PAW}/d\lambda\) and the integral of (7) over the change of core both give −0.591 mHa. The full change between the two cores is \(1.7304-2.3365=-0.6061\) mHa, close to the midpoint slope, as expected for a smooth dependence on \(\lambda\).

## What the partial core does in a pseudopotential

It would be unfair to compare (5) with the bare smooth term, because a pseudopotential is unscreened with the same partial core. Let \(\tilde n_0\) be the pseudo valence density of the reference atom and \(v_{\rm scr}\) the screened pseudopotential that produces it. The ionic potential is

\[
v_{\rm ion}=v_{\rm scr}-v_H[\tilde n_0]-v_{xc}(\tilde n_0+\tilde n_c).
\]

Here \(v_H\) is the Hartree potential, \(E_H\) the Hartree energy and \(T_s\) the kinetic energy of the pseudo orbitals. Insert \(v_{\rm ion}\) into

\[
E[\tilde n]=T_s[\tilde n]+\int v_{\rm ion}\tilde n+E_H[\tilde n]+E_{xc}[\tilde n+\tilde n_c]
\]

and write \(\tilde n=\tilde n_0+(\tilde n-\tilde n_0)\) in the term containing \(v_{xc}\). The result is \(E=G[\tilde n]+R[\tilde n;\tilde n_c]+C[\tilde n_c]\), with

\[
G=T_s[\tilde n]+\int(v_{\rm scr}-v_H[\tilde n_0])\tilde n+E_H[\tilde n],\qquad
C=E_{xc}[\tilde n_0+\tilde n_c]-\int v_{xc}(\tilde n_0+\tilde n_c)\tilde n_0,
\]

\[
R=E_{xc}[\tilde n+\tilde n_c]-E_{xc}[\tilde n_0+\tilde n_c]-\int v_{xc}(\tilde n_0+\tilde n_c)(\tilde n-\tilde n_0).
\tag{10}
\]

\(G\) does not contain \(\tilde n_c\), and \(C\) cancels in energy differences. \(R\) is the xc energy with its value and linear term at \(\tilde n_0\) removed. With \(\Delta=\tilde n-\tilde n_0\), Taylor's formula gives

\[
R=\int d^3r\,\Delta^2\int_0^1(1-s)\,v_{xc}'(\tilde n_0+\tilde n_c+s\Delta)\,ds .
\tag{11}
\]

Unscreening thus protects the reference configuration and small departures from it through first order. Beyond that, \(\tilde n_c\) remains inside \(v_{xc}'\), and no on-site term subtracts it. For exchange, \(v_x\propto-n^{1/3}\), so \(v_x'\propto-n^{-2/3}\): a larger core density weakens the nonlinearity felt by the valence. This is the physical reason for including a partial core.

The ionization energy \(I\) shows the effect. Since \(R[\tilde n_0]=0\), it is the minimum of \(G+R\) over one-electron densities, minus \(G[\tilde n_0]\). Let \(\tilde n_A\) and \(\tilde n_B\) be the minimizing ion densities for partial cores A and B. Using \(\tilde n_B\) as a trial density for A gives

\[
I_A\le G[\tilde n_B]+R_A[\tilde n_B]-G[\tilde n_0]=I_B+R_A[\tilde n_B]-R_B[\tilde n_B].
\]

Exchanging A and B gives the other side, so that

\[
R_A[\tilde n_A]-R_B[\tilde n_A]\le I_A-I_B\le R_A[\tilde n_B]-R_B[\tilde n_B].
\tag{12}
\]

For Zn, the frozen-core all-electron value within the stated LDA is 0.3700 Ha (10.07 eV). A norm-conserving 4s pseudopotential, built from the first smooth partial wave, gives these errors relative to it:

| partial core | error in \(I\) (mHa) | \(R\) of the ion (mHa) |
|---|---|---|
| none | −5.59 | −18.66 |
| 0.1 | −0.43 | −13.57 |
| 1 | −0.25 | −13.41 |
| 10 | −0.11 | −13.29 |
| true | −0.15 | −13.33 |

Without a core, \(R\) is more negative, as the exchange part of (11) suggests. With A the case without core and B the true core, \(I_A-I_B\) is −5.43 mHa, inside the bracket from −5.58 to −5.30 mHa given by (12). The numerical check asserts the bracket for every pair of cores. The dependence on the partial core is therefore accounted for by \(R\).

Among the four nonzero cores the spread is 0.32 mHa, and the true core does not give the smallest error. With the true core, little of the error comes from \(R\): the remainder (10) formed with the all-electron densities is −13.30 mHa, only 0.03 mHa from the pseudopotential value, so about −0.13 of the −0.15 mHa lies in \(G\). The core of height 10 lies above the true core, by up to 18%, between about 0.9 bohr and the sphere radius. By (11) this makes its \(R\) less negative, which offsets part of the error in \(G\). A better core therefore need not give a better energy.

These numbers do not rank the two methods. The Zn⁺ errors in PAW are xc energies at a prescribed orbital; the NLCC errors are self-consistent total-energy differences. The PAW spread for three partial waves, 0.40 mHa, is no smaller than the NLCC spread. What differs is the origin of the dependence: in PAW it is governed by \(\delta\), a defect of the partial-wave set, and disappears when \(\delta\to0\) for a given state; in (11) it is governed by \(\Delta\), which is set by the physical change away from the reference atom and vanishes as the reference density is approached.

## Assessment of the argument

The inference fails at its third statement. It identifies a term in (1) with the whole of (1). A corrected version would read: for a local functional, a frozen core, a correct core tail and partial waves that represent the occupied states, the PAW xc energy is that of the true valence density plus the true core, independently of the pseudo core inside the sphere. If a PAW result changes when \(\tilde n_c\) is changed there, the quantities to examine are the completeness of the partial waves, the overlap of neighbouring cores and the numerical resolution of the smooth term, not the likeness of \(\tilde n_c\) to \(n_c\).

## Numbers as computed

```
Zn atom, LDA, nonrelativistic; energies in Ha unless marked
sphere radius 2.2 bohr; 4s eigenvalue -0.22272 Ha
partial-wave energies (Ha): -0.2227 0.2773 0.7773
core electrons outside sphere: 0.3177
valence electrons in sphere: 0.7519
true core density at RC: 0.01021 bohr^-3
true core density at r=0.00076 bohr: 17556 bohr^-3
core 0.1: electrons in sphere 2.0425
core 1: electrons in sphere 4.7305
core 10: electrons in sphere 16.5459
core true: electrons in sphere 27.6823
COMPLETE (neutral Zn): direct E_xc[nv+nc] = -68.157922 Ha
ntc(0) in bohr^-3 | smooth | on-site true | on-site pseudo | sum
  0.1   -1.272720  -67.887944   -1.002742  -68.157922
    1   -3.117722  -67.887944   -2.847744  -68.157922
   10  -17.776131  -67.887944  -17.506153  -68.157922
 true  -68.109413  -67.887944  -67.839435  -68.157922
largest deviation from direct value: 2.3e-13 Ha
error if ntc lacks the tail outside: 0.07922 Ha
INCOMPLETE (Zn+ 4s1): direct E_xc = -67.856826 Ha
N | int|nt-nt1| (electrons) | errors in mHa, ntc 0.1,1,10,true | spread
1 1.90e-02 2.33653 1.73044 0.92508 1.06454 1.41145
2 1.94e-03 -0.90241 -1.02351 -1.23848 -1.25229 0.34988
3 1.76e-03 -1.93148 -2.05954 -2.30124 -2.32699 0.39551
N=1 slope dE/dlambda, ntc from 0.1 to 1, at midpoint (mHa): numeric -0.59136, formula -0.59136
NLCC: frozen-core all-electron ionization energy 0.369958 Ha = 10.0671 eV
ntc(0) | pseudopotential ionization energy (Ha) | error (mHa) | R (mHa)
 none 0.364373   -5.5854  -18.6578
  0.1 0.369529   -0.4295  -13.5735
    1 0.369711   -0.2476  -13.4120
   10 0.369847   -0.1112  -13.2907
 true 0.369804   -0.1546  -13.3301
I(none)-I(true) = -5.4307 mHa, bracket -5.5759 to -5.2984 mHa
NLCC spread over the four nonzero cores: 0.3184 mHa
```
